# Why hydrogen n = 2 has no linear Stark effect at weak field

A calculation of the hydrogen \(n=2\) levels in a static electric field begins with a choice: may the whole shell be treated as degenerate, so that the field alone is diagonalized, or must the small field-free splittings enter the matrix too? At 100 V/cm the first choice gives shifts of \(\pm384\) MHz. The second, with the Lamb shift rounded to 1.1 GHz, gives \(-43\) MHz for \(2P_{1/2}\) and \(+33\) MHz for \(2S_{1/2}\), and well below that field these shifts fall off as the square of the field.

The claim to be refuted is this: "hydrogen \(n=2\) shifts by \(\pm3ea_0F\), however weak the field \(F\)."

## The counter-example: hydrogen at 100 V/cm

**Field-free levels.** Take the energy of \(2P_{1/2}\) as zero and give all energies as frequencies. The Dirac equation with a Coulomb potential makes \(2S_{1/2}\) and \(2P_{1/2}\) degenerate. The Lamb shift, a radiative effect, raises \(2S_{1/2}\) by \(L\). It enters here as a rounded measured input, \(L=1.1\) GHz. The measured value is near 1058 MHz, so the term \(3V^2/L\) below is about 4 % larger in real hydrogen than in the numbers given here.

The level \(2P_{3/2}\) lies higher by the fine-structure interval \(\Delta\). In atomic units the spin-orbit energy is \((\alpha^2/2)\,r^{-3}\,\mathbf L\cdot\mathbf S\). From \(\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\) with \(l=1\), its values are \(\tfrac12\) for \(j=\tfrac32\) and \(-1\) for \(j=\tfrac12\), a difference of \(\tfrac32\). The relativistic kinetic correction is the same for both \(j\). With \(R_{21}=re^{-r/2}/(2\sqrt6)\),

\[
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24},\qquad
\Delta=\frac32\cdot\frac{\alpha^2}{2}\cdot\frac1{24}=\frac{\alpha^2}{32}\ \text{hartree}.
\]

This is 10 949 MHz. Recoil, the anomalous magnetic moment and hyperfine structure are left out; the measured interval is near 10 969 MHz. With the measured \(L\) and \(\Delta\), still without hyperfine structure, the shifts at 100 V/cm found below become about \(-44.9\) and \(+35.0\) MHz (4 % and 5 % larger), and the crossover field becomes 239 V/cm.

**The dipole integral.** The electron has charge \(-e\), so a field \(F\) along \(z\) adds the potential energy \(+eFz\). With \(R_{20}=(1-r/2)e^{-r/2}/\sqrt2\), the radial integral is

\[
\int_0^\infty R_{20}R_{21}r^3dr=\frac1{4\sqrt3}\int_0^\infty\Big(r^4-\frac{r^5}2\Big)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .
\]

The angular integral of \(Y_{00}\cos\theta\,Y_{10}\) is \(\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}\). Hence \(\langle2s|z|2p_0\rangle=-3a_0\).

**Sharing the coupling between the two P levels.** The state \(2p_0\!\uparrow\) has no definite \(j\). Since \(\mathbf L\cdot\mathbf S\) is \(\tfrac12\) or \(-1\), the operator \(P_{3/2}=\tfrac23(\mathbf L\cdot\mathbf S+1)\) is 1 on \(j=\tfrac32\) and 0 on \(j=\tfrac12\). Write \(\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)\). On \(2p_0\!\uparrow\) the first and last terms vanish, and \(L_+|p_0\rangle=\sqrt2\,|p_1\rangle\), so

\[
P_{3/2}|p_0\!\uparrow\rangle=\frac23|p_0\!\uparrow\rangle+\frac{\sqrt2}3|p_1\!\downarrow\rangle .
\]

The squared norm is \(\tfrac49+\tfrac29=\tfrac23\), which leaves \(\tfrac13\) for \(j=\tfrac12\). The squared coupling \(9a_0^2\) therefore divides into \(3a_0^2\) with \(2P_{1/2}\) and \(6a_0^2\) with \(2P_{3/2}\). Choosing the phases

\[
|P_{1/2}\rangle=-\sqrt{\tfrac13}\,|p_0\!\uparrow\rangle+\sqrt{\tfrac23}\,|p_1\!\downarrow\rangle,\qquad
|P_{3/2}\rangle=\sqrt{\tfrac23}\,|p_0\!\uparrow\rangle+\sqrt{\tfrac13}\,|p_1\!\downarrow\rangle
\]

gives couplings \(+\sqrt3\) and \(-\sqrt6\) in units of \(ea_0F\).

**The matrix.** Let \(V=ea_0F/h\), which is 1.2795 MHz for each V/cm. The operator \(z\) conserves \(m_j\). In the order \(2P_{1/2},\,2S_{1/2},\,2P_{3/2}\), the states with \(m_j=\tfrac12\) have the matrix

\[
H=\begin{pmatrix}0&\sqrt3V&0\\ \sqrt3V&L&-\sqrt6V\\ 0&-\sqrt6V&\Delta\end{pmatrix},
\]

and those with \(m_j=-\tfrac12\) have the same eigenvalues. The states with \(|m_j|=\tfrac32\) have no S partner and do not shift within this shell.

The diagonal contains no term in \(V\). Second-order perturbation theory adds, for each coupling, its square divided by the level's own energy minus its partner's:

\[
\delta E(2P_{1/2})=-\frac{3V^2}{L},\qquad
\delta E(2S_{1/2})=\frac{3V^2}{L}-\frac{6V^2}{\Delta-L},\qquad
\delta E(2P_{3/2})=\frac{6V^2}{\Delta-L}.
\]

The upper level \(2P_{3/2}\) matters although it is far away. Its push on \(2S_{1/2}\) relative to that of \(2P_{1/2}\) is \(-2L/(\Delta-L)=-0.22\), so a calculation with the close pair alone overstates the weak-field 2S coefficient.

**Numbers.** At 100 V/cm, \(V=127.95\) MHz and \(V^2=16\,371\) MHz². Then \(3V^2/L=44.65\) MHz and \(6V^2/(\Delta-L)=9.97\) MHz, so second order predicts \(-44.7\), \(+34.7\) and \(+10.0\) MHz. Diagonalizing \(H\) gives \(-43.3\), \(+33.3\) and \(+10.0\) MHz. At 50 V/cm the \(2P_{1/2}\) shift is \(-11.1\) MHz. Doubling the field multiplies it by 3.9, where a linear law would give 2.

| \(F\) (V/cm) | \(2P_{1/2}\) (MHz) | its quadratic law (MHz) | \(2S_{1/2}\) (MHz) | \(3V\) (MHz) |
|---:|---:|---:|---:|---:|
| 10 | −0.45 | −0.45 | 0.35 | 38 |
| 100 | −43.3 | −44.7 | 33.3 | 384 |
| 250 | −239 | −279 | 177 | 960 |
| 500 | −749 | −1116 | 503 | 1919 |
| 5000 | −15 829 | −111 630 | 2382 | 19 193 |

The dipole moment along the field is \(-dE/dF\). For \(2P_{1/2}\) the quadratic law gives \(6V/L\) in units of \(ea_0\), which is 0.07 at 10 V/cm. The moment is induced by the field and vanishes with it; a linear shift would need a moment that stays finite as \(F\to0\).

## The correct general statement

*Let the field-free Hamiltonian conserve parity, and let all states of one of its levels have the same parity. Then that level has no energy shift of first order in a static uniform field.*

**Proof.** Let \(\Pi\) be the parity operator, with \(\Pi^2=1\) and \(\Pi z\Pi=-z\). Let \(|a\rangle\) and \(|b\rangle\) be any two states of the level, both with parity \(p=\pm1\). Inserting \(\Pi^2=1\) on each side of \(z\),

\[
\langle a|z|b\rangle=\langle a|\Pi(\Pi z\Pi)\Pi|b\rangle=p^2\langle a|(-z)|b\rangle=-\langle a|z|b\rangle ,
\]

so \(\langle a|z|b\rangle=0\). First-order shifts of a degenerate level are the eigenvalues of the matrix with elements \(eF\langle a|z|b\rangle\). All its elements vanish, and so do the shifts. \(\square\)

Degeneracy by itself is therefore harmless: the pair \(m_j=\pm\tfrac12\) of one level has a single parity. A linear shift requires degenerate states of opposite parity that are coupled by \(z\). The Lamb shift removes this degeneracy between \(2S_{1/2}\) and \(2P_{1/2}\). Hyperfine structure also conserves parity, so the argument survives it, but splittings of up to roughly 200 MHz alter the denominators. The components of \(2S_{1/2}\) with total angular momentum 0 and 1 lie about 133 MHz below and 44 MHz above its centre, and those of \(2P_{1/2}\) about 44 MHz below and 15 MHz above. The closest coupled pair, the lower S component and the upper P component, is \(1100-133-15=952\) MHz apart. This raises \(3V^2/L\) by \(1100/952-1=16\) % and the 2S coefficient by \((3/952-6/9982)/(3/1100-6/9849)-1=20\) %. The rounding of \(L\) acts in the same direction. With the measured 1058 MHz the closest pair is \(1058-133-15=910\) MHz apart, and the two increases over the values used here become \(1100/910-1=21\) % and \((3/910-6/10024)/(3/1100-6/9849)-1=27\) %. For individual hyperfine components of these two levels the quadratic coefficients above can therefore be off by up to about 27 %, and the finer digits quoted in this text are values of the three-level model.

## How weak the field must be

Keep the close pair alone. Its eigenvalues satisfy \(E(E-L)=3V^2\), so the lower one is

\[
E_-=\frac L2-\sqrt{\frac{L^2}4+3V^2}=\frac L2\left(1-\sqrt{1+x^2}\right),\qquad x=\frac{2\sqrt3\,V}{L}=\frac F{F_c}.
\]

The crossover field \(F_c\) is where \(V=L/(2\sqrt3)=317.5\) MHz, that is \(F_c=317.5/1.2795=248\) V/cm, or \(4.8\times10^{-8}\) atomic units. It is proportional to \(L\).

In terms of \(x\) the quadratic law reads \(-3V^2/L=-Lx^2/4\). Dividing it by \(E_-\) and using \(x^2=(\sqrt{1+x^2}-1)(\sqrt{1+x^2}+1)\),

\[
\frac{-Lx^2/4}{E_-}=\frac{x^2}{2(\sqrt{1+x^2}-1)}=\frac{1+\sqrt{1+x^2}}2 .
\]

Setting this equal to \(1+\varepsilon\) gives \(\sqrt{1+x^2}=1+2\varepsilon\), hence \(x=2\sqrt{\varepsilon(1+\varepsilon)}\). An overestimate of 10 % relative to the pair's own shift occurs at \(x=0.66\), or 165 V/cm. With all three levels the corresponding fields are 186 V/cm for \(2P_{1/2}\) and 160 V/cm for \(2S_{1/2}\). At 500 V/cm the quadratic law exceeds the three-level shifts by 49 % and 72 %. The quadratic regime thus ends between one and two hundred V/cm if 10 % is the tolerance.

## Where the linear effect comes from

Set \(L=0\) but keep \(\Delta\). For \(V\ll\Delta\) the upper-left block of \(H\) has zero diagonal and eigenvalues \(\pm\sqrt3V\), a linear effect. Set \(\Delta=0\) as well, and the eigenvalues of \(H\) are \(0\) and \(\pm\sqrt{3+6}\,V=\pm3V\), the law of the refuted claim. Diagonalizing all eight \(n=2\) states at 1 V/cm gives lowest energies of \(-1.732\,V\) and \(-3.000\,V\) in these two cases, so it is the splittings that suppress the linear effect.

In real hydrogen a clean \(\sqrt3\) law would need \(L\ll V\ll\Delta\), but \(\Delta\) is only about ten times \(L\). The slope of the lowest level is \(-1.31\), \(-1.80\) and \(-2.21\) (in \(ea_0\)) at 250, 500 and 1000 V/cm, with no sign of settling at \(-1.73\).

When \(3V\gg\Delta\), use the states \(s\!\uparrow,\,p_0\!\uparrow,\,p_1\!\downarrow\). The field mixes the first two into \((s\pm p_0)/\sqrt2\), with energies near \(L/2+\Delta/3\mp3V\), where the field-free offset \(L/2+\Delta/3\) is 4200 MHz. It does not couple \(p_1\!\downarrow\), whose mean energy is its \(j=\tfrac32\) weight times \(\Delta\), namely \(\Delta/3=3650\) MHz. The fine-structure coupling between \(p_0\!\uparrow\) and \(p_1\!\downarrow\), of size \(\sqrt2\Delta/3\), is then small compared with \(3V\).

The levels of \(H\) cannot cross as \(F\) grows. For \(V\neq0\), the first row of \(H\mathbf c=E\mathbf c\) fixes \(c_2\) from \(c_1\), and the second fixes \(c_3\), so each eigenvalue has one eigenvector. The middle level, born as \(2S_{1/2}\), therefore flattens towards \(\Delta/3\). The two linear branches grow out of \(2P_{1/2}\) and \(2P_{3/2}\). At 20 kV/cm the lowest slope is \(-2.99\) and the middle level stands at 3638 MHz.

## What the three-level matrix omits

**Other shells.** In atomic units their second-order contribution to a normalized \(n=2\) state \(\psi\) is \(F^2\sum_k|\langle k|z|\psi\rangle|^2/(E_2-E_k)\), with \(k\) outside the shell. The smallest denominator in magnitude belongs to \(n=3\): \(\tfrac18-\tfrac1{18}=\tfrac5{72}\). Completeness bounds the sum of the numerators by \(\langle z^2\rangle\). This is \(42/3=14\) for \(2s\), \(30\cdot\tfrac35=18\) for \(2p_0\) and \(30\cdot\tfrac15=6\) for \(2p_{\pm1}\), where 42 and 30 are the values of \(\langle r^2\rangle\). Parity and \(m\) forbid cross terms of \(z^2\) between these states, so 18 is the maximum. The contribution is at most \(18F^2/(5/72)=259.2\,F^2\) in magnitude, which is 0.016 MHz at 500 V/cm. At 20 kV/cm the bound is 1600 times larger, about 26 MHz, so it no longer guarantees the last two digits of 3638 MHz against the effect of other shells. The sums themselves are \(-60F^2\), \(-108F^2\) and \(-78F^2\) for \(2s\), \(2p_0\) and \(2p_{\pm1}\). They lower the middle level by about 8 MHz at 20 kV/cm and the tabulated levels by about 0.5 MHz at 5000 V/cm. The measured \(L\) and \(\Delta\) would raise the 3638 MHz by about 6 MHz.

**Decay.** The 2P levels have a natural width \(\Gamma\) of roughly 100 MHz. Giving them the complex energies \(-i\Gamma/2\) and \(\Delta-i\Gamma/2\) changes the main term of the 2S shift to

\[
\mathrm{Re}\,\frac{3V^2}{L+i\Gamma/2}=\frac{3V^2}{L}\cdot\frac1{1+\Gamma^2/(4L^2)},
\]

a reduction of 0.2 %. For the full 2S shift at 50 V/cm the change is \(-0.25\) %. At 10 V/cm the shift of \(2P_{1/2}\) is far smaller than its width, so the quadratic law there describes the centre of a broad level.

**Ionization.** A static field also lets the electron escape by tunnelling, which this bound-state matrix cannot describe.

The numerical check compares these formulas with diagonalizations, quadratures and an explicit sum over other shells.

## Computed results

```
Lamb shift L (rough input): 1100 MHz
2P width (rough input): 100 MHz
e a0/h: 1.2795 MHz per V/cm
<2s|z|2p0>: -3.000000 a0
<r^-3> in 2p: 0.041667 a0^-3
fine structure Delta: 10949.3 MHz = 1.6641e-06 hartree
Delta - L: 9849.3 MHz
squared coupling 2S-2P1/2: 3.000000 a0^2
squared coupling 2S-2P3/2: 6.000000 a0^2
coupling sqrt3 e a0/h: 2.2162 MHz per V/cm
crossover field F_c: 248.2 V/cm = 4.826e-08 a.u.
2P1/2 quadratic coefficient: -4.4652 kHz/(V/cm)^2
2P1/2 exponent from 1 to 2 V/cm: 1.99999
2S1/2 quadratic coefficient: 3.4678 kHz/(V/cm)^2
2S1/2 exponent from 1 to 2 V/cm: 1.99998
2P3/2 quadratic coefficient: 0.9974 kHz/(V/cm)^2
2P3/2 exponent from 1 to 2 V/cm: 2.00000
2P3/2 part / 2P1/2 part of 2S shift: -0.2234
lowest slope, L=0, Delta kept: -1.7324 e a0
lowest slope, L=Delta=0: -3.0000 e a0
quadratic 10% too large, pair only: 164.6 V/cm
quadratic 10% too large, 2P1/2: 186.2 V/cm
quadratic 10% too large, 2S1/2: 160.5 V/cm
overestimate at F_c, pair only: 20.7 %
overestimate at 500 V/cm, 2P1/2: 49.0 %
overestimate at 500 V/cm, 2S1/2: 72.3 %
Shifts in MHz (F in V/cm; q = quadratic law; slope in e a0)
      F    2P1/2      q(P)    2S1/2     q(S)    2P3/2   3ea0F  slope(P)
     10    -0.446     -0.447    0.347     0.347     0.100     38.4 -0.0697
     50   -11.074    -11.163    8.581     8.670     2.493    191.9 -0.3435
    100   -43.299    -44.652   33.331    34.678     9.968    383.9 -0.6570
    250  -239.050   -279.074  176.930   216.738    62.120    959.7 -1.3129
    500  -749.110  -1116.297  503.169   866.953   245.941   1919.3 -1.8030
   1000 -2050.738  -4465.186 1104.589  3467.813   946.148   3838.6 -2.2123
   5000 -15828.730 -111629.652 2381.666 86695.328 13447.065  19193.2 -2.8878
  20000 -72802.883 -1786074.437 2538.306 1387125.249 70264.577  76772.7 -2.9913
Delta/3: 3649.8 MHz; Delta/3 - L: 2549.8 MHz
2S-born level at 20000 V/cm: 3638.3 MHz
other shells, 2s sum: -60.000 F^2 a.u.
other shells, bound: 259.2 F^2 a.u.
other shells, bound at 500 V/cm: 0.0161 MHz
2S shift change by 2P width, 50 V/cm: -0.253 %
```
